# Why an Adatom on a Square Lattice Diffuses with D = Γa²

## Two hops

An adatom sits on a square lattice of equivalent sites with spacing $a$. It makes two hops, each to one of the four nearest neighbours, and the second hop takes no notice of the first. There are $4\times4=16$ equally likely paths, of three kinds.

- In 4 paths the second hop repeats the first. The adatom ends at distance $2a$, so $R^2=4a^2$.
- In 4 paths the second hop undoes the first, so $R^2=0$.
- In 8 paths the second hop is at right angles to the first, so $R^2=a^2+a^2=2a^2$.

The average is

$$\langle R^2\rangle=\frac{4\cdot4a^2+4\cdot0+8\cdot2a^2}{16}=2a^2 .$$

Two hops give twice the mean square displacement of one hop. Relative to $2a^2$, the straight paths gain as much as the returning paths lose, and each turning path has exactly $R^2=2a^2$.

The balance depends on the hops being uncorrelated, which independence ensures. Write the hops as vectors $\mathbf s_1,\mathbf s_2$ and suppose that $\langle\mathbf s_1\cdot\mathbf s_2\rangle=c\,a^2$. Then

$$\langle R^2\rangle=\langle s_1^2\rangle+\langle s_2^2\rangle+2\langle\mathbf s_1\cdot\mathbf s_2\rangle=2a^2(1+c).$$

An adatom that tends to keep going has $c>0$ and spreads faster; one that tends to jump back has $c<0$ and spreads more slowly. From here on $c=0$.

## Any number of hops

After $n$ hops $\mathbf R=\sum_i\mathbf s_i$, and

$$R^2=\sum_{i=1}^{n}s_i^2+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j .$$

Every $s_i^2$ equals $a^2$. For $i\neq j$ independence gives $\langle\mathbf s_i\cdot\mathbf s_j\rangle=\langle\mathbf s_i\rangle\cdot\langle\mathbf s_j\rangle$, and $\langle\mathbf s_i\rangle=0$ because opposite directions are equally likely. Hence

$$\langle R^2\rangle_n=na^2 .$$

For $n=2$ this is the count above.

## From hops to time

Let $\Gamma$ be the hop rate to one particular neighbour: in a short time $dt$ the adatom hops there with probability $\Gamma\,dt$, whatever it did before. The four possibilities add, so the probability of a hop in any direction is $4\Gamma\,dt$.

The probability $S(t)$ that no hop has occurred by time $t$ obeys $S(t+dt)=S(t)(1-4\Gamma\,dt)$. Therefore $dS/dt=-4\Gamma S$, and with $S(0)=1$,

$$S(t)=e^{-4\Gamma t},\qquad \tau=\int_0^\infty S(t)\,dt=\frac{1}{4\Gamma}.$$

Here $\tau$ is the mean residence time on a site. The integral of $S$ gives the mean because each adatom contributes to $S$ for as long as it stays.

Since the chance of a hop in $dt$ is $4\Gamma\,dt$ regardless of history, the mean number of hops grows as $d\langle N\rangle/dt=4\Gamma$, so $\langle N\rangle=4\Gamma t$. When a hop occurs, each direction has probability $\Gamma\,dt/(4\Gamma\,dt)=1/4$, independent of when it occurs. The result for fixed $n$ can therefore be averaged over the number of hops:

$$\langle R^2\rangle=a^2\langle N\rangle=4\Gamma a^2t. \tag{1}$$

To read off a diffusion coefficient we need its definition. A density $\rho(\mathbf r,t)$, normalized to one and spreading from the origin, obeys $\partial\rho/\partial t=D\nabla^2\rho$. Multiply by $r^2$, integrate over the plane, and integrate by parts twice; the boundary terms vanish because $\rho$ falls off rapidly. In two dimensions $\nabla^2r^2=2+2=4$, so

$$\frac{d\langle r^2\rangle}{dt}=D\int r^2\nabla^2\rho\,d^2r=D\int\rho\,\nabla^2r^2\,d^2r=4D .$$

This is why the tracer diffusion coefficient in two dimensions is defined by

$$D=\lim_{t\to\infty}\frac{\langle R^2\rangle}{4t}.$$

With (1),

$$\boxed{D=\Gamma a^2}$$

The two factors of four have different origins: one counts neighbours, the other is twice the number of dimensions. They cancel when $\Gamma$ is the rate per direction. In terms of the total rate $\Gamma_{\rm tot}=4\Gamma=1/\tau$ the same result reads $D=\Gamma_{\rm tot}a^2/4=a^2/(4\tau)$.

A simulation tests this stage. Each of 40000 walkers had four independent random clocks, and the first to ring set the direction. At $\Gamma t=5$ the mean number of hops was 20.01, against the expected 20. The sum of the cross terms averaged $0.05\,a^2$ with a standard error of $0.10\,a^2$, consistent with zero. The diffusion coefficient came out as $1.003\,\Gamma a^2$ with a standard error of $0.005\,\Gamma a^2$.

## The same result without counting hops

Let $P(\mathbf r,t)$ be the probability of finding the adatom on site $\mathbf r$, and let $\boldsymbol\delta$ run over the four hop vectors $(\pm a,0)$ and $(0,\pm a)$. A site gains probability from its neighbours and loses it to them:

$$\frac{dP(\mathbf r)}{dt}=\Gamma\sum_{\boldsymbol\delta}\left[P(\mathbf r-\boldsymbol\delta)-P(\mathbf r)\right]. \tag{2}$$

Multiply by $x^2$ and sum over all sites. In the gain term rename the starting site $\mathbf r-\boldsymbol\delta$ as $\mathbf r$; then $x$ becomes $x+\delta_x$. On an unbounded lattice this shift leaves the sum unchanged, and

$$\frac{d\langle x^2\rangle}{dt}=\Gamma\sum_{\mathbf r}P(\mathbf r)\sum_{\boldsymbol\delta}\left[(x+\delta_x)^2-x^2\right]
=\Gamma\sum_{\mathbf r}P(\mathbf r)\sum_{\boldsymbol\delta}\left(2x\delta_x+\delta_x^2\right).$$

The linear term cancels between $+a$ and $-a$. The quadratic term gives $a^2+a^2+0+0=2a^2$. Since $\sum P=1$,

$$\frac{d\langle x^2\rangle}{dt}=2\Gamma a^2,$$

and likewise for $y$. For the mixed moment, $\sum_{\boldsymbol\delta}(x\delta_y+y\delta_x+\delta_x\delta_y)=0$, because each hop changes one coordinate only and opposite hops cancel. Starting from the origin,

$$\langle x^2\rangle=\langle y^2\rangle=2\Gamma a^2t,\qquad\langle xy\rangle=0 .$$

The sum of the first two is (1). The spreading is isotropic at the level of second moments, although the lattice is not.

**Short-time limit.** For $\Gamma t\ll1$ the adatom has most likely not moved. With probability $4\Gamma t$ it has made one hop, so $\langle R^2\rangle\approx4\Gamma t\cdot a^2$. This already has the full slope, so no waiting time is needed before $\langle R^2\rangle$ becomes linear. Numerical integration of (2) with $\Gamma=1.7\ \mathrm{s^{-1}}$ and $a=0.29$ nm gave $\langle R^2\rangle/(4t)=0.142970\ \mathrm{nm^2/s}$ at $t=0.03$, 0.30 and 1.80 s, equal to $\Gamma a^2$ to all printed digits. At the first of these times the mean number of hops is only 0.2.

**Unequal rates.** If the rates along $x$ and $y$ are $\Gamma_x$ and $\Gamma_y$, the same steps give $\langle x^2\rangle=2\Gamma_xa^2t$ and $\langle y^2\rangle=2\Gamma_ya^2t$. There are then two diffusion coefficients, $\Gamma_xa^2$ and $\Gamma_ya^2$. They reduce to the single value $\Gamma a^2$ when $\Gamma_x=\Gamma_y=\Gamma$.

## When the lattice can be forgotten

At long times $P$ varies slowly from site to site wherever the adatom is likely to be found; the far tails are excepted. Expanding along $x$,

$$P(x+a)+P(x-a)-2P(x)=a^2\frac{\partial^2P}{\partial x^2}+\frac{a^4}{12}\frac{\partial^4P}{\partial x^4}+\dots$$

The odd terms cancel. Adding the same expression for $y$ and keeping the leading terms turns (2) into $\partial P/\partial t=\Gamma a^2\nabla^2P$, the diffusion equation with the same $D$. Its solution for a start at the origin, multiplied by the area $a^2$ of one site, is

$$P(\mathbf r,t)\approx\frac{a^2}{4\pi Dt}\,e^{-r^2/4Dt}. \tag{3}$$

The error of (3) at the origin can be found from the lattice solution. Hops along $x$ and $y$ are independent, so $P=p_m(t)\,p_n(t)$ for the site $(ma,na)$, where $dp_m/dt=\Gamma(p_{m+1}+p_{m-1}-2p_m)$. This is solved by

$$p_m(t)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,e^{iqm}\,e^{-2\Gamma t(1-\cos q)} .$$

At $t=0$ the integral is 1 for $m=0$ and 0 otherwise; the time derivative brings down $-2\Gamma(1-\cos q)=\Gamma(e^{iq}+e^{-iq}-2)$, which is what the neighbour terms produce.

For $\Gamma t\gg1$ small $q$ dominates, and $2(1-\cos q)\approx q^2-q^4/12$. The integrand at $m=0$ is then $e^{-\Gamma tq^2}(1+\Gamma tq^4/12)$. In the Gaussian weight $\langle q^2\rangle=1/(2\Gamma t)$ and $\langle q^4\rangle=3\langle q^2\rangle^2=3/(4\Gamma^2t^2)$, so

$$p_0\approx\frac{1}{\sqrt{4\pi\Gamma t}}\left(1+\frac{1}{16\Gamma t}\right),\qquad
P(0,t)\approx\frac{1}{4\pi\Gamma t}\left(1+\frac{1}{8\Gamma t}\right).$$

At $\Gamma t=40$ the relative correction is $1/320=0.31\%$. Comparing (3) with the integrated master equation over the whole lattice gave a largest deviation of 0.31% of the peak height. The mean square displacement thus follows its law from the start, whereas the Gaussian shape takes many hops to develop.

## Other kinds of jump

Suppose the adatom can also make other independent jumps $\mathbf l_j$ at rates $\Gamma_j$. The moment calculation is unchanged, with $\mathbf l_j$ in place of $\boldsymbol\delta$:

$$\frac{d\langle R^2\rangle}{dt}=\sum_j\Gamma_j\left(2\langle\mathbf R\rangle\cdot\mathbf l_j+l_j^2\right).$$

If every jump has an equally likely opposite, the first term sums to zero and

$$D=\frac14\sum_j\Gamma_jl_j^2 .$$

This is the mean of the two principal diffusion coefficients; they are equal when the set of jumps has the symmetry of the square lattice, as in the cases that follow. For four nearest-neighbour hops the formula gives $\tfrac14\cdot4\Gamma a^2=\Gamma a^2$. Four diagonal moves of length $\sqrt2\,a$, each at rate $\Gamma_{\rm d}$, add $\tfrac14\cdot4\Gamma_{\rm d}\cdot2a^2=2\Gamma_{\rm d}a^2$. Four double-length jumps, each at rate $\Gamma_2$, add $\tfrac14\cdot4\Gamma_2\cdot4a^2=4\Gamma_2a^2$. Long jumps count by the square of their length, so a small share of them matters.

## Numbers for a metal surface

Silver's (100) face offers an adatom fourfold hollows that form a square lattice. The following round values are rough and lie in that regime: $a=0.29$ nm, barrier $E=0.40$ eV, attempt frequency per direction $\nu=2\times10^{12}\ \mathrm{s^{-1}}$, and $T=300$ K. The hop rate is taken to be thermally activated,

$$\Gamma=\nu\,e^{-E/k_BT},$$

which is an input here and presupposes $E\gg k_BT$. With $k_BT=25.85$ meV the exponent is 15.47, and

$$\Gamma=2\times10^{12}\ \mathrm{s^{-1}}\times e^{-15.47}=3.8\times10^5\ \mathrm{s^{-1}},$$

$$D=\Gamma\times(0.29\ \mathrm{nm})^2=3.2\times10^4\ \mathrm{nm^2/s}=3.2\times10^{-10}\ \mathrm{cm^2/s}.$$

The residence time $1/(4\Gamma)$ is $0.66\ \mu$s, while $1/\nu$ is 0.5 ps. Once it has settled in a hollow, the adatom thus has over a million attempt periods in which to lose memory of how it arrived, so successive escapes are independent. This does not exclude an immediate recrossing or a flight over several sites. Those are decided within picoseconds of crossing the barrier, by how fast the adatom loses energy to the substrate, and they must be absorbed into $\Gamma$ or added as longer jumps.

In 1 ms it makes about 1500 hops, a path of some 440 nm. Its rms displacement is only $\sqrt{4Dt}\approx11$ nm, or $\sqrt{1500}\approx39$ spacings.

With $a$, $E$ and $\nu$ held fixed, $D$ is $1.5\times10^3\ \mathrm{nm^2/s}$ at 250 K and $1.5\times10^6\ \mathrm{nm^2/s}$ at 400 K. The spacing enters as a modest factor; the exponential sets the scale.

## What changes the coefficient

**Barrier.** An error of 0.05 eV in $E$ changes $D$ by a factor $e^{0.05/0.02585}=6.9$ at 300 K. This outweighs the other corrections to $D$ estimated here.

**Diagonal exchange.** The adatom may replace a surface atom, which emerges at a diagonal site. What then diffuses is the position of the extra atom, not one labelled atom. If this has the same prefactor and an extra barrier of 0.10 eV (assumed), then $\Gamma_{\rm d}/\Gamma=e^{-0.10/0.02585}=0.021$, and $D$ rises by $2\times0.021=4.2\%$.

**Double jumps.** At an assumed 3% of the single-hop rate they add $4\times3\%=12\%$. Integrating the master equation with both extra processes gave $D=1.162\,\Gamma a^2$, in agreement with the sum.

**Tunnelling.** Take a sinusoidal potential $V=\tfrac12E[1-\cos(2\pi x/a)]$ along the hop. The magnitude of its curvature at the top is $\tfrac12E(2\pi/a)^2=m\omega^2$. For a mass of 108 u, $\hbar\omega=6.0$ meV. A parabolic barrier transmits a particle of energy $\varepsilon$, measured from the top, with the standard probability $\mathcal T=1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. With $u=\varepsilon/k_BT$, the thermally averaged transmission relative to its classical value is

$$\kappa=\int_{-\infty}^{\infty}\mathcal T\,e^{-u}\,du=\int_{-\infty}^{\infty}\frac{d\mathcal T}{du}\,e^{-u}\,du\approx1+\frac{\langle u^2\rangle}{2}.$$

The second form follows by parts, the boundary terms vanishing for $\hbar\omega<2\pi k_BT$. The weight $d\mathcal T/du$ is a symmetric logistic distribution of variance $(\hbar\omega/k_BT)^2/12$. Thus $\kappa\approx1+(\hbar\omega/k_BT)^2/24$ for $\hbar\omega\ll k_BT$. Here $\hbar\omega/k_BT=0.23$, and the increase is 0.23%. Direct integration gives the same figure. This is the barrier's share of the quantum correction only. The well has the same curvature, and quantising its vibration multiplies the rate by about $1+(\hbar\omega/k_BT)^2/24$ again, so the one-dimensional rate rises by under half a percent in total. Both effects are negligible for so heavy an atom at this temperature.

## What ends free diffusion

The next two effects leave $D$ on the bare terrace alone but limit how long the adatom wanders freely.

**Terrace edges.** Let adatoms be spread uniformly, with density $n_0$, over a terrace of width $W=100$ nm whose edges absorb them. Near one edge the diffusion equation with $n=0$ at $x=0$ gives $n=n_0\,\mathrm{erf}(x/\sqrt{4Dt})$. The flux into the edge is $D\,\partial n/\partial x|_0=n_0\sqrt{D/\pi t}$, and its time integral is $2n_0\sqrt{Dt/\pi}$. For two edges, divided by the initial number $n_0W$, the fraction lost is

$$f=\frac{4}{W}\sqrt{\frac{Dt}{\pi}}\qquad(\sqrt{4Dt}\ll W).$$

After 1 ms, $Dt=32\ \mathrm{nm^2}$ and $f=12.8\%$. A row of discrete sites with absorbing ends gives 12.5%.

The difference is a lattice effect. An adatom starting $j$ sites from an edge is lost if its walk $S$, counted in sites towards the edge, ever reaches $j$. Reflecting the walk after it first reaches $j$ shows that this has probability $P(S\ge j)+P(S>j)$. Summed over $j\ge1$, this is $\langle|S|\rangle-\tfrac12[1-P(S=0)]$ sites. The first term is the continuum result; the second removes almost half a site per edge. For the two edges together this lowers the loss by the adatoms on almost 0.29 nm out of 100 nm, or 0.3 percentage points.

**Other adatoms.** The separation of two adatoms changes when either one hops, so it performs the same walk at twice the rate. In 1 ms it makes about 3000 hops. Sampled walks of this length came within one spacing of about 1500 sites on average. At an assumed coverage of $10^{-5}$, with no interaction before contact, one adatom meets $10^{-5}\times1500\approx0.015$ others. The number is proportional to coverage, so at $10^{-3}$ the estimate would exceed one and the single-adatom picture would fail within the millisecond. In a dense layer, blocked sites also correlate successive hops, and the tracer coefficient must be distinguished from the collective one that governs the decay of density differences.

## Beside the real surface

For silver on its (100) face, the square array of hollows is the secure part of the model. The barrier and prefactor are rough: a prefactor of $10^{13}\ \mathrm{s^{-1}}$, for example, would raise $D$ fivefold at fixed $E$. The computed $D$ is therefore an order-of-magnitude estimate at best, even though $D=\Gamma a^2$ adds no error of its own within the model. During deposition the terrace is neither empty nor unbounded. Steps, and islands once they form, can capture adatoms; if both edges of the 100 nm terrace above absorb, they alone take about an eighth of the adatoms in 1 ms. The numerical output below lists the values used.

## Numbers as computed

```
Master equation, Gamma = 1.7 /s, a = 0.29 nm:
  Gamma a^2 = 0.142970 nm^2/s
  t = 0.03 s: <R^2>/(4t) = 0.142970 nm^2/s
  t = 0.30 s: <R^2>/(4t) = 0.142970 nm^2/s
  t = 1.80 s: <R^2>/(4t) = 0.142970 nm^2/s
Simulation, 40000 walkers, Gamma t = 5:
  mean first residence time = 0.2488 /Gamma
  mean number of hops = 20.009
  mean sum of cross terms = 0.051 a^2 (std. error 0.100)
  D = 1.0030 Gamma a^2 (std. error 0.0051)
Gaussian with D = Gamma a^2 at Gamma t = 40:
  largest deviation / peak height = 0.31 %
Example (rough values, regime of Ag on Ag(100)):
  a = 0.29 nm, E = 0.40 eV, nu = 2.0e+12 /s
  T = 300 K, kB T = 25.85 meV, E/(kB T) = 15.47
  Gamma = 3.814e+05 /s, total rate = 1.525e+06 /s
  residence time = 0.656 us, 1/nu = 0.50 ps
  D = 3.207e+04 nm^2/s = 3.207e-10 cm^2/s
  in 1 ms: 1525 hops, rms distance = 11.33 nm
  T = 250 K: Gamma = 1.727e+04 /s, D = 1.453e+03 nm^2/s
  T = 400 K: Gamma = 1.825e+07 /s, D = 1.535e+06 nm^2/s
Effects left out of the model:
  barrier error 0.05 eV: D changes by a factor 6.92
  exchange, extra barrier 0.10 eV (assumed): D +4.2 %
  double jumps, 3 % of single rate (assumed): D +12.0 %
  both, from the master equation: D = 1.1618 Gamma a^2
  tunnelling, mass 108 u: hbar omega = 6.03 meV, rate +0.23 %
  edges of a 100 nm terrace, 1 ms: lost 12.5 % (lattice), 12.8 % (formula)
  other adatoms, coverage 1e-05 (assumed): 1456 sites swept in 1 ms,
    mean number of adatoms met = 0.0146
```
